# Squeezing and light-matter entanglement in the one-mode Hopfield ground state

## Problem

$N$ electrons of charge $-e$ and mass $m$ are bound to separate sites by identical harmonic forces of frequency $\omega_0$. They couple through their displacements $x_j$ to one cavity mode of frequency $\omega_c$, whose vector potential $A$ is uniform over the sites. Direct dipole-dipole forces and all other modes are left out. In Gaussian units and the Coulomb gauge,

$$
H=\sum_{j=1}^N\left[\frac{(p_j+eA/c)^2}{2m}+\frac{m\omega_0^2x_j^2}{2}\right]
+\hbar\omega_c\left(a^\dagger a+\tfrac12\right),\qquad A=A_0(a+a^\dagger).
$$

The mode volume $V$ is defined by $V\langle E^2\rangle/8\pi=\hbar\omega_c/4$ in the vacuum of the empty mode. Let $\omega_p^2=4\pi Ne^2/(mV)$.

1. Reduce $H$ to two coupled oscillators and find the coupling constants.
2. Find the ground-state covariances, the populations of the bare light and matter modes, and the squeezing.
3. Find the symplectic eigenvalue of the reduced covariance matrix and, from it, the entanglement entropy.
4. Examine weak and strong coupling, the effect of dropping the $A^2$ term, and the effect of passing to the dipole gauge.
5. Evaluate the results for $\hbar\omega_c=2$ eV, $\hbar\omega_0=3$ eV, $\hbar\omega_p=1.5$ eV.

## Solution

### 1. Reduction to two oscillators

For the empty mode, $a(t)=a\,e^{-i\omega_ct}$, so $E=-\dot A/c=(i\omega_cA_0/c)(a-a^\dagger)$ and $\langle E^2\rangle=\omega_c^2A_0^2/c^2$ in the vacuum. The definition of $V$ then gives

$$
A_0^2=\frac{2\pi\hbar c^2}{\omega_cV}.
$$

An orthogonal change of the electron coordinates, with $X=\sum_jx_j/\sqrt N$ and $P=\sum_jp_j/\sqrt N$ as its first pair, preserves $\sum_jx_j^2$ and $\sum_jp_j^2$. Since $\sum_jp_j=\sqrt N P$, the field couples to this pair alone. The other $N-1$ matter oscillators stay in their own ground states, unentangled with the light, and are dropped.

Absorb the mass by $\tilde X=\sqrt m\,X$, $\tilde P=P/\sqrt m$, and describe the field by

$$
Q=\sqrt{\frac{\hbar}{2\omega_c}}(a+a^\dagger),\qquad
\Pi=-i\sqrt{\frac{\hbar\omega_c}{2}}(a-a^\dagger),\qquad [Q,\Pi]=i\hbar .
$$

The shift of $\tilde P$ is $\sqrt N\,eA/(c\sqrt m)$. Its coefficient in front of $Q$ has the square

$$
\frac{Ne^2}{mc^2}\,\frac{2\pi\hbar c^2}{\omega_cV}\,\frac{2\omega_c}{\hbar}=\frac{4\pi Ne^2}{mV}=\omega_p^2 ,
$$

and therefore

$$
H=\tfrac12\left[\Pi^2+\omega_c^2Q^2+(\tilde P+\omega_pQ)^2+\omega_0^2\tilde X^2\right]. \tag{1}
$$

For the matter, choose the phase of the ladder operator so that $\tilde P=\sqrt{\hbar\omega_0/2}\,(b+b^\dagger)$ and $\tilde X=i\sqrt{\hbar/2\omega_0}\,(b-b^\dagger)$. This satisfies $[\tilde X,\tilde P]=i\hbar$. The cross term $\omega_pQ\tilde P$ and the term $\omega_p^2Q^2/2$ become

$$
\hbar g(a+a^\dagger)(b+b^\dagger)+\hbar D(a+a^\dagger)^2,\qquad
g=\frac{\omega_p}{2}\sqrt{\frac{\omega_0}{\omega_c}},\qquad
D=\frac{\omega_p^2}{4\omega_c}=\frac{g^2}{\omega_0}.
$$

Together with the two free oscillators, this is the one-mode Hopfield Hamiltonian.

### 2. Covariances, populations and squeezing

The coupling contains the matter momentum, so it helps to use that momentum as a coordinate: $Y=\tilde P/\omega_0$, with conjugate momentum $\Pi_Y=-\omega_0\tilde X$. Indeed $[Y,\Pi_Y]=-[\tilde P,\tilde X]=i\hbar$. Then (1) reads

$$
H=\tfrac12(\Pi^2+\Pi_Y^2)+\tfrac12\begin{pmatrix}Q&Y\end{pmatrix}K\begin{pmatrix}Q\\Y\end{pmatrix},\qquad
K=\begin{pmatrix}\omega_c^2+\omega_p^2&\omega_p\omega_0\\ \omega_p\omega_0&\omega_0^2\end{pmatrix}.
$$

The eigenvalues of $K$ are the squared polariton frequencies $\Omega_\pm^2$. Because $K_{11}>0$ and $\det K=\omega_c^2\omega_0^2>0$, both are positive for every $\omega_p$: the ground state exists and is unique.

In each normal mode the coordinate variance is $\hbar/2\Omega$ and the momentum variance is $\hbar\Omega/2$. Rotating back, the covariance matrix of $(Q,Y)$ is $\tfrac\hbar2K^{-1/2}$, that of $(\Pi,\Pi_Y)$ is $\tfrac\hbar2K^{1/2}$, and the symmetrized coordinate-momentum covariances vanish.

Let $R=K^{1/2}$. Its determinant is $\Omega_+\Omega_-=\omega_c\omega_0$. Its trace $S=\Omega_++\Omega_-$ follows from $S^2=\operatorname{tr}K+2\det R$:

$$
S=\sqrt{\Sigma^2+\omega_p^2},\qquad \Sigma=\omega_c+\omega_0 .
$$

The ground energy is thus $\hbar S/2$. A $2\times2$ matrix obeys its own characteristic equation, $R^2-SR+\omega_c\omega_0=0$, so $R=(K+\omega_c\omega_0)/S$. Written out, with the inverse obtained from the $2\times2$ inversion rule,

$$
R=\frac1S\begin{pmatrix}\omega_c\Sigma+\omega_p^2&\omega_p\omega_0\\ \omega_p\omega_0&\omega_0\Sigma\end{pmatrix},\qquad
R^{-1}=\frac{1}{S\omega_c\omega_0}\begin{pmatrix}\omega_0\Sigma&-\omega_p\omega_0\\-\omega_p\omega_0&\omega_c\Sigma+\omega_p^2\end{pmatrix}.
$$

Now pass to dimensionless quadratures, whose vacuum variance is $\tfrac12$:

$$
q=\frac{a+a^\dagger}{\sqrt2}=\sqrt{\frac{\omega_c}{\hbar}}\,Q,\quad
p=\frac{a-a^\dagger}{i\sqrt2}=\frac{\Pi}{\sqrt{\hbar\omega_c}},\quad
y=\frac{b+b^\dagger}{\sqrt2}=\sqrt{\frac{\omega_0}{\hbar}}\,Y,\quad
\pi=\frac{b-b^\dagger}{i\sqrt2}=\frac{\Pi_Y}{\sqrt{\hbar\omega_0}} .
$$

Multiplying the matrix elements by these factors gives

$$
\langle q^2\rangle=\langle\pi^2\rangle=v_-=\frac{\Sigma}{2S},\qquad
\langle p^2\rangle=\langle y^2\rangle=v_+=\frac{\omega_c\Sigma+\omega_p^2}{2\omega_cS},
$$

$$
\langle qy\rangle=-\frac gS,\qquad \langle p\pi\rangle=\frac gS. \tag{2}
$$

For $\omega_p>0$ we have $S>\Sigma$, hence $v_-<\tfrac12$. The vector potential ($q$) and the collective displacement ($\pi\propto-\tilde X$) are squeezed below their vacuum variances, by $10\log_{10}(2v_-)$ in decibels. Their conjugates are antisqueezed.

From $q^2+p^2=2a^\dagger a+1$, and the same relation for $b$,

$$
\langle a^\dagger a\rangle=\langle b^\dagger b\rangle=\frac{v_-+v_+-1}{2}
=\frac{2\omega_c\Sigma+\omega_p^2}{4\omega_cS}-\frac12 . \tag{3}
$$

The two populations are equal even off resonance. These quanta are virtual: they count excitations of the bare modes in a state that is already the lowest eigenstate of $H$, so they cannot be radiated without an external change of the system.

The correlations in (2) also give

$$
\langle ab\rangle=\tfrac12(\langle qy\rangle-\langle p\pi\rangle)=-\frac gS,\qquad
\langle a^\dagger b\rangle=\tfrac12(\langle qy\rangle+\langle p\pi\rangle)=0 .
$$

Light and matter are correlated through pairs, not through the exchange of a quantum.

### 3. Symplectic eigenvalue and entropy

The reduced covariance matrix of the light is $\operatorname{diag}(v_-,v_+)$. Its symplectic eigenvalue $\nu$ is the common variance reached when a squeezing makes the two entries equal. Squeezing preserves the determinant, so $\nu=\sqrt{v_-v_+}$. Using $\Sigma(\omega_c\Sigma+\omega_p^2)=\omega_c(\Sigma^2+\omega_p^2)+\omega_0\omega_p^2$,

$$
\nu^2=\frac{\Sigma(\omega_c\Sigma+\omega_p^2)}{4\omega_cS^2}
=\frac14+\frac{\omega_0\omega_p^2}{4\omega_cS^2}=\frac14+\frac{g^2}{S^2}. \tag{4}
$$

To get the entropy we need the Schmidt form of the ground state $|G\rangle$. Define $e^{2r}=\sqrt{v_+/v_-}$ and squeeze each mode separately:

$$
q'=e^rq,\quad p'=e^{-r}p,\quad y'=e^{-r}y,\quad \pi'=e^r\pi .
$$

These are local unitary operations, which leave the entanglement unchanged. All four variances become $\nu$, while $\langle q'y'\rangle=-g/S$ and $\langle p'\pi'\rangle=g/S$ as before. With $\bar n=\nu-\tfrac12$, the new ladder operators satisfy

$$
\langle a'^\dagger a'\rangle=\langle b'^\dagger b'\rangle=\bar n,\qquad
\langle a'b'\rangle=-\frac gS=-\sqrt{\nu^2-\tfrac14}=-\sqrt{\bar n(\bar n+1)} .
$$

Take $t=\sqrt{\bar n/(\bar n+1)}$. The squared norm of $(a'+t\,b'^\dagger)|G\rangle$ is

$$
\bar n+2t\langle a'b'\rangle+t^2(\bar n+1)=\bar n-2\bar n+\bar n=0 ,
$$

and the same holds with $a'$ and $b'$ exchanged. Hence $a'|G\rangle=-t\,b'^\dagger|G\rangle$ and $b'|G\rangle=-t\,a'^\dagger|G\rangle$.

Acting with $a'^\dagger$ on the first relation and $b'^\dagger$ on the second gives equal right-hand sides, so $(a'^\dagger a'-b'^\dagger b')|G\rangle=0$. The state therefore contains only equal numbers, $|G\rangle=\sum_nc_n|n,n\rangle$ in the squeezed number bases. The first relation then requires $c_{n+1}\sqrt{n+1}=-t\,c_n\sqrt{n+1}$, and normalization gives

$$
|G\rangle=\sqrt{1-t^2}\sum_{n=0}^\infty(-t)^n|n,n\rangle,\qquad
\lambda_n=(1-t^2)t^{2n}.
$$

Because $|G\rangle$ is pure, the entropy of these Schmidt probabilities measures its entanglement. With $\sum_nn\lambda_n=\bar n$ and $1-t^2=1/(\bar n+1)$,

$$
S_E=-\sum_n\lambda_n\ln\lambda_n=\ln(\bar n+1)-\bar n\ln\frac{\bar n}{\bar n+1},
$$

that is,

$$
S_E=\left(\nu+\tfrac12\right)\ln\left(\nu+\tfrac12\right)-\left(\nu-\tfrac12\right)\ln\left(\nu-\tfrac12\right). \tag{5}
$$

Since $v_\pm=\nu e^{\pm2r}$, the population (3) can be split as

$$
\langle a^\dagger a\rangle=\left(\nu-\tfrac12\right)+\nu(\cosh2r-1). \tag{6}
$$

The first term is the number of entangled pairs; the second is the addition due to local squeezing. A large virtual population therefore need not mean large entanglement.

### 4. Limits, the $A^2$ term and the gauge

**Weak coupling.** For $\omega_p\ll\omega_c,\omega_0$, use $1/S\simeq(1-\omega_p^2/2\Sigma^2)/\Sigma$ in (3). To second order in $\omega_p$,

$$
\langle a^\dagger a\rangle\simeq\frac{\omega_p^2}{4\omega_c\Sigma}-\frac{\omega_p^2}{4\Sigma^2}
=\frac{\omega_0\omega_p^2}{4\omega_c\Sigma^2}=\frac{g^2}{\Sigma^2}.
$$

This is the probability of creating one pair with amplitude $-g/(\omega_c+\omega_0)$. Equation (4) gives the same leading value for $\nu-\tfrac12$, so local squeezing adds to the population only at higher order.

**Strong coupling.** At fixed $\omega_c$ and $\omega_0$, let $\omega_p\to\infty$. Then $S/\omega_p\to1$, and

$$
\langle a^\dagger a\rangle+\tfrac12\simeq\frac{\omega_p}{4\omega_c},\qquad
\nu\to\frac12\sqrt{1+\frac{\omega_0}{\omega_c}} .
$$

The population grows without bound, but the entropy saturates. By (6), the continuing growth is local squeezing. This is a limit of the model only. The omitted dipole-dipole forces also scale as $\omega_p^2$: for sites on a simple cubic lattice filling the mode volume, they change the frequency of the uniform transverse displacement to $\omega_0^2\to\omega_0^2-\omega_p^2/3$. This vanishes at $\omega_p=\sqrt3\,\omega_0$, beyond which such an array has no stable harmonic ground state, with or without the $A^2$ term. Higher cavity modes also need not remain negligible.

**Without $A^2$.** Dropping $\hbar D(a+a^\dagger)^2$ replaces $K_{11}$ by $\omega_c^2$. The square root of the determinant becomes $d=\omega_0\sqrt{\omega_c^2-\omega_p^2}$, and the trace of the matrix root becomes $S_0=\sqrt{\omega_c^2+\omega_0^2+2d}$. The same matrix formulas give $R_{11}=(\omega_c^2+d)/S_0$ and $(R^{-1})_{11}=(\omega_0^2+d)/(S_0d)$. Since $\nu^2=\tfrac14R_{11}(R^{-1})_{11}$,

$$
\nu^2_{\text{no }A^2}=\frac{(\omega_c^2+d)(\omega_0^2+d)}{4d\,(\omega_c^2+\omega_0^2+2d)} .
$$

This diverges as $\omega_p\to\omega_c$, beyond which there is no ground state. In the present model, the $A^2$ term removes both the instability and the divergence of the entropy.

**Dipole gauge.** Let $U=\exp(i\omega_pQ\tilde X/\hbar)$. The commutators give $U\tilde PU^\dagger=\tilde P-\omega_pQ$ and $U\Pi U^\dagger=\Pi-\omega_p\tilde X$, so (1) becomes

$$
UHU^\dagger=\tfrac12\left[\tilde P^2+\omega_0^2\tilde X^2+(\Pi-\omega_p\tilde X)^2+\omega_c^2Q^2\right].
$$

This has the form of (1) with light and matter exchanged, apart from a sign of $\omega_p$ that does not affect the variances. The spectrum is unchanged, but $\omega_c$ and $\omega_0$ trade places in $v_+$, the populations and $\nu$:

$$
\nu_{\rm dip}^2=\frac14\left(1+\frac{\omega_c}{\omega_0}\frac{\omega_p^2}{S^2}\right).
$$

The reason is that $U$ acts jointly on both subsystems. In this gauge $\dot Q=\Pi-\omega_p\tilde X$, so the variable $\Pi$ assigned to "light" includes matter displacement. Populations and entropy thus belong to a stated division into light and matter. The entropies agree at resonance and differ away from it. The squeezed variance $v_-$ is common to both gauges, because $U$ commutes with $Q$ and $\tilde X$.

### 5. Numerical example

The chosen $\hbar\omega_p$ corresponds to an electron density $N/V=1.63\times10^{21}$ cm$^{-3}$. The couplings are

$$
\hbar g=\frac{1.5}{2}\sqrt{\frac32}\ \text{eV}=0.919\ \text{eV},\qquad
\hbar D=\frac{1.5^2}{4\times2}\ \text{eV}=0.281\ \text{eV},
$$

and $\hbar S=\sqrt{5^2+1.5^2}$ eV $=5.220$ eV. The polariton energies, which have sum $\hbar S$ and product $6$ eV$^2$, are 1.709 and 3.511 eV. The variances are

$$
v_-=\frac{5}{2\times5.220}=0.4789,\qquad
v_+=\frac{2\times5+1.5^2}{2\times2\times5.220}=0.5867 .
$$

The squeezing is $-0.187$ dB, and each bare mode holds $(0.4789+0.5867-1)/2=0.0328$ quanta. The weak-coupling estimate, $(0.919/5)^2=0.0338$, is about 3% above this value. For the entanglement,

$$
\nu=\sqrt{0.25+(0.919/5.220)^2}=0.5301,\qquad S_E=0.136\ \text{nat}=0.196\ \text{bit}.
$$

Of the 0.0328 quanta, $\nu-\tfrac12=0.0301$ belong to entangled pairs. The first two Schmidt probabilities are 0.971 and 0.028, so the state is close to a vacuum with a small one-pair component in the squeezed bases.

Raising $\omega_p$ at fixed $\omega_c$ and $\omega_0$ shows the different behaviour of population and entropy:

| $\hbar\omega_p$ (eV) | quanta per mode | squeezing (dB) | $S_E$ (nat) |
|---:|---:|---:|---:|
| 0.5 | 0.0037 | −0.022 | 0.024 |
| 5 | 0.295 | −1.51 | 0.468 |
| 20 | 2.05 | −6.15 | 0.667 |
| 100 | 12.0 | −13.0 | 0.687 |

The limiting entropy is 0.688 nat. The last two rows illustrate the formulas, not a realizable medium: they need $N/V=2.9\times10^{23}$ and $7.3\times10^{24}$ cm$^{-3}$, that is, site spacings of 1.5 and 0.52 Å against a zero-point rms displacement of 1.13 Å, and they lie beyond the dipole-dipole instability at $\sqrt3\,\hbar\omega_0=5.20$ eV. The shift $\omega_0^2\to\omega_0^2-\omega_p^2/3$ leaves $S_E$ at 0.136 nat for $\hbar\omega_p=1.5$ eV but lowers it from 0.468 to 0.265 nat at 5 eV. Without $A^2$, the entropy is already 0.224 nat at $\hbar\omega_p=1.5$ eV and reaches 3.20 nat at 1.999998 eV, just below the instability at 2 eV. In the dipole gauge, the original parameters give 0.0148 quanta per mode and $S_E=0.072$ nat, about half the Coulomb-gauge entropy, for the same polariton energies.

The numerical check obtains the covariances from individual electrons and the Schmidt probabilities from diagonalization in a truncated number basis; both agree with the formulas above.

## Values computed for the example and the checks

```
hbar*wc = 2.000 eV
hbar*w0 = 3.000 eV
hbar*wp = 1.500 eV
electron density N/V = 1.6318e+21 cm^-3
hbar*g = 0.918559 eV
hbar*D = 0.281250 eV
hbar*S = 5.220153 eV
lower polariton energy = 1.708689 eV
upper polariton energy = 3.511464 eV
ground energy = 2.610077 eV
shift from uncoupled ground energy = 0.110077 eV
v_minus = 0.478913 (dimensionless)
v_plus = 0.586669 (dimensionless)
squeezed variance = -0.1871 dB
antisqueezed variance = 0.6942 dB
<a'a> = <b'b>, formula = 0.032791 quanta
<a'a>, number basis = 0.032791 quanta
<b'b>, number basis = 0.032791 quanta
weak-coupling estimate g^2/(wc+w0)^2 = 0.033750 quanta
<ab> = -0.175964 (dimensionless)
nu = 0.530060 (dimensionless)
nu - 1/2 = 0.030060 quanta
local squeezing parameter r = 0.050735 (dimensionless)
Schmidt ratio t^2 = 0.029182 (dimensionless)
Schmidt probability 0 = 0.970818
Schmidt probability 1 = 0.028331
Schmidt probability 2 = 0.000827
entropy, formula = 0.135853 nat
entropy, number basis = 0.135853 nat
entropy = 0.195995 bit
scan: hbar*wp/eV, population, squeezing/dB, nu, entropy/nat
   0.50   0.003738    -0.0216  0.503699  0.024420
   1.50   0.032791    -0.1871  0.530060  0.135853
   5.00   0.295495    -1.5051  0.661438  0.468223
  20.00   2.046624    -6.1522  0.776493  0.667064
 100.00  12.009373   -13.0157  0.789978  0.687439
limiting nu = 0.790569 (dimensionless)
limiting entropy = 0.688321 nat
without A^2: hbar*wp/eV, nu, entropy/nat
 1.500000    0.55761    0.22365
 1.980000    0.97944    0.93190
 1.999800    2.88139    2.05321
 1.999998    9.04062    3.20122
dipole-gauge population = 0.014832 quanta
dipole-gauge nu = 0.513577 (dimensionless)
dipole-gauge entropy = 0.072042 nat
```
